# The zero-wavevector term of screened exchange in plane-wave calculations

A model insulating crystal with two electrons per cell has a screened exchange energy of \(-0.48538\) hartree per cell, computed from its density matrix in real space. A plane-wave sum on a \(4\times4\times4\) mesh of k points gives \(-0.48545\) hartree, in error by \(8\times10^{-5}\) hartree. If one value of the interaction in that sum, the one at zero wavevector, is set to zero, the error becomes \(0.0187\) hartree, over two hundred times larger. What is the right value at that point, and why does a single point weigh so much?

## Setting and conventions

Hartree atomic units are used. The screened interaction and its transform are

\[
v(r)=\frac{\operatorname{erfc}(\omega r)}{r},\qquad
v(\mathbf q)=\int v(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r ,\qquad \omega>0 .
\]

The crystal has cell volume \(\Omega\) and \(N_{\rm el}\) electrons per cell. Its Bloch orbitals \(\psi_{n\mathbf k}\) (spin label understood) are orthonormal over one cell at each \(\mathbf k\). A uniform mesh of \(N_k\) inequivalent k points that contains \(\Gamma\) corresponds to a supercell of volume \(V=N_k\Omega\), over which all orbitals on the mesh are periodic. (On a mesh shifted off \(\Gamma\) all orbitals acquire the same phase under a supercell translation, and this phase cancels in the pair densities used below.) Occupations are 0 or 1, with the same number of occupied bands at every \(\mathbf k\), as in an insulator. The same mesh serves for both orbitals of each exchange pair. The fraction of exact exchange is \(\alpha\).

**Theorem.** Under these assumptions:

1. The kernel is

\[
v(\mathbf q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right),\qquad
0<v(\mathbf q)\le\frac{\pi}{\omega^2},\qquad
v(0)=\lim_{\mathbf q\to0}v(\mathbf q)=\frac{\pi}{\omega^2}.
\]

2. In the plane-wave exchange sum, the element with equal k points and \(\mathbf G=0\) contributes, per cell,

\[
E_0=-\frac{\alpha N_{\rm el}}{2}\,\frac{\pi}{\omega^2N_k\Omega}.
\]

3. In the exchange operator, the same element is \(-\alpha\pi/(\omega^2N_k\Omega)\) times the projector on the occupied states. If the orbitals are eigenstates of the full one-electron operator (self-consistent orbitals), it lowers every occupied level by \(\alpha\pi/(\omega^2N_k\Omega)\) and leaves the empty levels unchanged; for other orbitals the same holds for the diagonal matrix elements.

## The kernel

**Lemma 1.** For \(q>0\), \(v(\mathbf q)\) has the closed form stated in the theorem.

*Proof.* Take the polar axis along \(\mathbf q\). The angular integral of \(e^{-iqr\cos\theta}\) is \(4\pi\sin(qr)/(qr)\), so

\[
v(\mathbf q)=\frac{4\pi}{q}\int_0^\infty \operatorname{erfc}(\omega r)\sin(qr)\,dr .
\]

Integrate by parts, using \(\frac{d}{dr}\operatorname{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}\):

\[
\int_0^\infty\operatorname{erfc}(\omega r)\sin(qr)\,dr
=\left[-\operatorname{erfc}(\omega r)\frac{\cos qr}{q}\right]_0^\infty
-\frac{2\omega}{\sqrt\pi\,q}\,I(q),
\]

with \(I(q)=\int_0^\infty e^{-\omega^2r^2}\cos(qr)\,dr\). The bracket vanishes at infinity and equals \(-1/q\) at the origin, so it contributes \(+1/q\).

To find \(I\), differentiate under the integral and integrate by parts:

\[
I'(q)=-\int_0^\infty r e^{-\omega^2r^2}\sin(qr)\,dr=-\frac{q}{2\omega^2}I(q).
\]

Since \(I(0)=\sqrt\pi/(2\omega)\), this gives \(I(q)=\frac{\sqrt\pi}{2\omega}e^{-q^2/4\omega^2}\). The second term is therefore \(-e^{-q^2/4\omega^2}/q\). Multiplying the sum by \(4\pi/q\) gives the result. ∎

**Lemma 2.** The kernel obeys \(0<v(\mathbf q)\le\pi/\omega^2\) and is continuous at \(\mathbf q=0\), where it equals \(\pi/\omega^2\).

*Proof.* Put \(x=q^2/4\omega^2\). Then \(4\pi/q^2=\pi/(\omega^2x)\), and

\[
v(\mathbf q)=\frac{\pi}{\omega^2}\,\frac{1-e^{-x}}{x}.
\]

For \(x>0\), \(0<1-e^{-x}<x\), which gives the bounds. Expanding the exponential,

\[
v(\mathbf q)=\frac{\pi}{\omega^2}\left(1-\frac x2+\dots\right)
=\frac{\pi}{\omega^2}\left(1-\frac{q^2}{8\omega^2}+\dots\right).
\]

Only \(q^2\) appears, so the limit does not depend on direction. The value at \(\mathbf q=0\) also follows directly from the definition:

\[
v(0)=4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr
=4\pi\,\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr
=4\pi\,\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}
=\frac{\pi}{\omega^2}.
\]

The second step is an integration by parts whose boundary term vanishes at both ends. ∎

**Remark (what screening removes).** The bare kernel \(4\pi/q^2\) is integrable over any neighbourhood of \(\mathbf q=0\) in three dimensions:

\[
\int_{q<Q}\frac{4\pi}{q^2}\,d^3q=4\pi\int_0^Q\frac{4\pi q^2}{q^2}\,dq=16\pi^2Q .
\]

Its singularity is harmless in an integral but leaves a mesh sum without a value at \(\mathbf q=0\). The screened kernel has no singularity, integrable or otherwise. In real space, \(v(0)\) is the volume integral of the interaction, which is finite because erfc cuts off the Coulomb tail at distances of order \(1/\omega\).

For \(\omega=0.11\) bohr\(^{-1}\), \(v(0)=259.64\) hartree bohr\(^3\). At \(q=0.02\) bohr\(^{-1}\) the screened kernel is \(258.57\) and the bare one \(31416\), in the same unit. At \(q=1\) bohr\(^{-1}\) both round to \(12.566\): screening acts at small wavevectors.

**Remark (evaluation near zero).** Computing \(1-e^{-x}\) by subtraction loses digits when \(x\) is tiny. At \(q=10^{-8}\) bohr\(^{-1}\) and \(\omega=0.11\) bohr\(^{-1}\) the relative error in double precision is \(2\%\). The library function expm1, which returns \(e^x-1\) without that subtraction, reduces it to the level of double-precision rounding, below \(10^{-15}\).

## Exchange as a sum over wavevectors

For each spin, the density matrix on the mesh is

\[
\gamma(\mathbf r,\mathbf r')=\frac1{N_k}\sum_{n\mathbf k}^{\rm occ}
\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r').
\]

The exchange energy per cell is

\[
E_x=-\frac{\alpha}{2}\sum_\sigma\frac1{N_k}\int_V d^3r\int d^3r'\,
|\gamma(\mathbf r,\mathbf r')|^2\,v(|\mathbf r-\mathbf r'|),
\]

where \(\mathbf r'\) runs over all space. Integrating \(\mathbf r\) over the supercell and dividing by \(N_k\) gives the energy of one cell.

**Lemma 3.** Define the pair-density coefficients, with \(\mathbf Q=\mathbf k-\mathbf k'+\mathbf G\), by

\[
\rho_{n\mathbf k,m\mathbf k'}(\mathbf G)=\int_\Omega
e^{-i\mathbf Q\cdot\mathbf r}\,\psi^*_{m\mathbf k'}(\mathbf r)\psi_{n\mathbf k}(\mathbf r)\,d^3r .
\]

Then

\[
E_x=-\frac{\alpha}{2}\sum_\sigma\frac{1}{N_k^2\Omega}
\sum_{\mathbf k\mathbf k'}\sum_{nm}^{\rm occ}\sum_{\mathbf G}
|\rho_{n\mathbf k,m\mathbf k'}(\mathbf G)|^2\,v(\mathbf Q).
\]

*Proof.* Let \(f(\mathbf r)=\psi^*_{m\mathbf k'}(\mathbf r)\psi_{n\mathbf k}(\mathbf r)\). Multiplying \(\gamma\) by its conjugate gives \(|\gamma|^2=N_k^{-2}\sum f(\mathbf r)f^*(\mathbf r')\), summed over both pairs of labels. By Bloch's theorem, \(f\) is \(e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}\) times a cell-periodic function, so

\[
f(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf Q\cdot\mathbf r}.
\]

Insert this twice, with wavevectors \(\mathbf Q\) and \(\mathbf Q'\), and set \(\mathbf r'=\mathbf r-\mathbf s\). The phase becomes \(e^{i(\mathbf Q-\mathbf Q')\cdot\mathbf r}e^{i\mathbf Q'\cdot\mathbf s}\). The integral over \(\mathbf r\) gives \(N_k\Omega\) if \(\mathbf Q=\mathbf Q'\) and zero otherwise. The integral over \(\mathbf s\) gives \(v(\mathbf Q)\), since \(v\) is even. Hence

\[
\int_V d^3r\int d^3r' f(\mathbf r)f^*(\mathbf r')v(|\mathbf r-\mathbf r'|)
=\frac{N_k\Omega}{\Omega^2}\sum_{\mathbf G}|\rho(\mathbf G)|^2v(\mathbf Q).
\]

The prefactors combine to \(N_k^{-1}\cdot N_k^{-2}\cdot N_k/\Omega=1/(N_k^2\Omega)\). ∎

## Proof of the theorem

Part 1 is Lemmas 1 and 2.

For part 2, the mesh points are inequivalent, so \(\mathbf Q=0\) requires \(\mathbf k=\mathbf k'\) and \(\mathbf G=0\). There the pair-density coefficient is an overlap:

\[
\rho_{n\mathbf k,m\mathbf k}(0)=\int_\Omega\psi^*_{m\mathbf k}\psi_{n\mathbf k}\,d^3r=\delta_{nm}.
\]

Summing \(|\delta_{nm}|^2\) over occupied \(n,m\), over \(\mathbf k\) and over spin gives \(N_kN_{\rm el}\). Therefore

\[
E_0=-\frac\alpha2\,\frac{N_kN_{\rm el}}{N_k^2\Omega}\,v(0)
=-\frac{\alpha N_{\rm el}}2\,\frac{\pi}{\omega^2N_k\Omega}.
\]

For part 3, the exchange operator has the integral kernel \(-\alpha\,\gamma(\mathbf r,\mathbf r')v(|\mathbf r-\mathbf r'|)\). Take its matrix element between Bloch states \(a\) and \(b\) at the same \(\mathbf k\), occupied or empty. The integral of Lemma 3 applies, with one factor \(1/N_k\) from \(\gamma\) and one from averaging over the supercell:

\[
K_{ab}(\mathbf k)=-\frac{\alpha}{N_k\Omega}\sum_{m\mathbf k'}^{\rm occ}\sum_{\mathbf G}
\rho^*_{a\mathbf k,m\mathbf k'}(\mathbf G)\,\rho_{b\mathbf k,m\mathbf k'}(\mathbf G)\,v(\mathbf Q).
\]

At \(\mathbf Q=0\) the sum over \(m\) is \(\sum_m^{\rm occ}\delta_{am}\delta_{bm}\). This is 1 if \(a=b\) is occupied and 0 otherwise: the matrix of the projector on the occupied states. Its coefficient is \(-\alpha\pi/(\omega^2N_k\Omega)\). Eigenstates of the full operator that are either occupied or empty are also eigenstates of this projector, with eigenvalue 1 or 0, so removing the term shifts only the occupied levels, which proves part 3. ∎

**Remark (energy and levels).** The energy \(E_0\) is half the sum of the occupied-level shifts over spins and bands, averaged over the k points, because exchange is a pair energy and each pair enters two levels. Since the added operator is a multiple of the occupied projector, it does not mix occupied with empty states. At fixed integer occupations, omitting it leaves a self-consistent density matrix stationary, but makes the energy too high and the gap too small.

**Remark (why the Hartree rule does not carry over).** In the Hartree energy the \(\mathbf G=0\) component of the electron density is cancelled by the neutralizing nuclear charge, so the divergent average terms are taken together. Exchange involves products of orbitals, with no nuclear counterpart. Its zero-wavevector term therefore has to be kept.

**Remark (fractional occupations).** If states carry occupations \(f_{n\mathbf k}\) in \(\gamma\), each diagonal pair acquires a factor \(f_{n\mathbf k}^2\). In \(E_0\), \(N_{\rm el}\) is then replaced by \(N_k^{-1}\sum_{\sigma n\mathbf k}f_{n\mathbf k}^2\). The kernel's value is still \(\pi/\omega^2\), but in a metal the jump of occupation at the Fermi surface is a separate source of mesh error, which this term does not cure.

## What the term means on a finite mesh

The term has a real-space interpretation. Because \(|\gamma|^2\) is periodic over the supercell, the integral over all \(\mathbf r'\) can be folded into one supercell, with the interaction replaced by its sum over supercell translations \(\mathbf L\):

\[
v_V(\mathbf r)=\sum_{\mathbf L}v(|\mathbf r+\mathbf L|)
=\frac1V\sum_{\mathbf Q}v(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}.
\]

The second form is the Fourier series of a periodic function; its coefficients are integrals over one supercell of the image sum, which join into the integral of \(v\) over all space. The \(\mathbf Q=0\) coefficient, \(\pi/(\omega^2V)\), is the average of the repeated interaction. Setting it to zero subtracts this constant everywhere, including at short distance, where the interaction is meant to be correct.

With the term present, two finite-size errors remain. The interaction contains images, the nearest of size \(\operatorname{erfc}(\omega L)/L\) at the shortest supercell translation \(L\). The mesh density matrix also contains overlapping periodic copies of the infinite crystal's density matrix. In an insulator such as the model below, the latter is short-ranged. Both errors then fall quickly once \(L\) exceeds the range of the density matrix and \(\omega L\) is well above 1. The omission error falls only as \(1/N_k\).

Thus \(E_0\) vanishes for an infinite mesh, and omitting it does not change that limit. The term is required for the finite-mesh sum to represent the stated interaction.

**Remark (the bare kernel).** Dropping the zero point of the bare kernel costs more. Write the exchange energy per cell as \(-(\alpha/V)\sum_{\mathbf Q}S(\mathbf Q)v(\mathbf Q)\), where \(S\) collects the squared pair densities. Consider a cubic insulator with two electrons per cell in one band and a supercell of side \(L\), so \(V=L^3\) and \(S(0)=1\). Near zero, \(S=1-bQ^2+\dots\) with \(b>0\). Split \(S=e^{-bQ^2}+g\). Since \(g\) begins at fourth order, \(g/Q^2\) has bounded second derivatives, and its mesh error is at most of order \(L^{-2}\). For the other part use

\[
\frac{4\pi}{Q^2}e^{-bQ^2}=4\pi\int_b^\infty e^{-tQ^2}dt .
\]

With \(\mathbf Q=2\pi\mathbf n/L\) and \(t=L^2\tau\), the sum without its zero point, minus the infinite-mesh integral, is

\[
\frac{4\pi}{L}\int_{b/L^2}^\infty
\left[\sum_{\mathbf n\ne0}e^{-4\pi^2n^2\tau}-\frac1{(4\pi\tau)^{3/2}}\right]d\tau .
\]

The bracket tends to \(-1\) as \(\tau\to0\), by Poisson summation, and decays as \(\tau^{-3/2}\) at large \(\tau\). The integral therefore tends to a constant, so the error is at most of order \(1/L\), or \(N_k^{-1/3}\), and is of exactly this order when the constant is not zero. Evaluated numerically from \(\tau=0\), \(4\pi\) times the integral is \(-2.837\), so the constant is not zero and the energy is too high by about \(2.837\,\alpha/L\) at large \(L\). For the worked crystal below this leading term is \(0.1182\) hartree at \(L=24\) bohr and \(0.0591\) at \(L=48\) bohr, close to the errors found there.

The complementary long-range kernel, \((4\pi/q^2)e^{-q^2/4\omega^2}\), keeps the \(4\pi/q^2\) singularity. A hybrid with exact exchange at long range needs a separate treatment of that part.

## A worked crystal

The model is simple cubic with \(a=6\) bohr, so \(\Omega=216\) bohr\(^3\). Each electron moves in the fixed potential

\[
-V_0\left[\cos\frac{2\pi x}{a}+\cos\frac{2\pi y}{a}+\cos\frac{2\pi z}{a}\right],
\qquad V_0=0.5\ \text{hartree}.
\]

The lowest band is doubly occupied and separated from the next by \(0.436\) hartree before exchange is added. The orbitals are those of this potential, not self-consistent ones. The screening is \(\omega=0.11\) bohr\(^{-1}\), and \(\alpha=1\) unless stated otherwise.

The reference energy avoids reciprocal space in the interaction. Substituting \(u=tr\) in the definition of erfc gives

\[
\frac{\operatorname{erfc}(\omega r)}r=\frac2{\sqrt\pi}\int_\omega^\infty e^{-t^2r^2}dt .
\]

Each Gaussian factors into \(x\), \(y\) and \(z\) parts, as does the model's density matrix. The energy becomes a one-dimensional integral over \(t\), with no zero-wavevector value to choose.

For \(N=4\) points along each axis, \(N_k=64\) and \(N_{\rm el}/2=1\), so

\[
E_0=-\frac{259.64}{64\times216}=-0.01878\ \text{hartree per cell}.
\]

The errors relative to the real-space energy, in hartree per cell, are:

| \(N\) | with term | without term | \(\pi/(\omega^2N_k\Omega)\) |
|---|---|---|---|
| 1 | \(-0.877\) | \(0.325\) | \(1.202\) |
| 2 | \(-0.0438\) | \(0.1064\) | \(0.1503\) |
| 4 | \(-0.00008\) | \(0.01870\) | \(0.01878\) |
| 6 | below \(10^{-7}\) in size | \(0.00556\) | \(0.00556\) |

From \(N=4\) onward the omission error agrees with the predicted term to within the tested 2%. The single point weighs so much because \(\pi/\omega^2\) is large when \(\omega\) is small, while \(V\) is still modest.

At \(N=1\) the sum without the term lies closer to the reference. This is a cancellation of errors, not a reason to omit it. There \(\omega L=0.11\times6=0.66\), so the images are not screened from one another and the supercell is too small for either sum to be useful. At \(N=4\), \(\omega L=2.64\).

The diagonal exchange matrix elements at \(\Gamma\) show part 3. Because the model's orbitals are not self-consistent, these elements are not eigenvalue shifts: if the potential plus the fixed exchange operator is diagonalized at \(N=4\), \(\alpha=1\), the zero term lowers the occupied eigenvalue by about \(0.0185\) instead of \(0.0188\) hartree and moves an empty one by up to about \(2\times10^{-4}\) hartree. At \(N=4\), the diagonal element for the occupied state is \(-0.47730\) hartree with the term and \(-0.45852\) without it. For the empty state at \(\Gamma\) that lies in the second band along one axis (\(0.689\) hartree above the occupied one before exchange, so not the edge of the gap), the element stays at \(-0.09969\). Their separation falls from \(0.37761\) to \(0.35883\) hartree; with the term at \(N=8\) it is \(0.37757\).

For a hybrid with \(\alpha=1/4\), omission at \(N=4\) reduces this separation by

\[
\tfrac14\times0.01878=0.0047\ \text{hartree}=0.128\ \text{eV}.
\]

The energy per cell is too high by the same amount, because the cell holds two electrons.

With the bare kernel and its zero point dropped, the error is \(0.1174\) hartree per cell at \(N=4\) and \(0.0590\) at \(N=8\). Their ratio, \(1.99\), agrees with the \(1/L\) law. For the screened kernel without its zero term, the same doubling of \(N\) reduces the error from \(0.01870\) to \(0.00235\) hartree, close to the factor of 8 expected from \(1/N_k\). The numerical check compares the kernel, the energies and the level shifts with these results.

## Table of computed values

```
omega = 0.11 bohr^-1, a = 6.0 bohr, Omega = 216.0 bohr^3
V0 = 0.50 hartree, hybrid fraction alpha = 0.25
pi/omega^2 = 259.6358 hartree bohr^3
same by real-space quadrature = 259.6358 hartree bohr^3
q (bohr^-1) | quadrature | closed form | bare (hartree bohr^3)
0.02 | 258.56583 | 258.56583 | 31415.92654
0.10 | 234.56951 | 234.56951 | 1256.63706
0.30 | 117.87956 | 117.87956 | 139.62634
1.00 | 12.56637 | 12.56637 | 12.56637
q = 1e-08 bohr^-1: relative error, direct 1-exp = 2.10e-02
q = 1e-08 bohr^-1: relative error, expm1 = 8.9e-16
band gap of the model without exchange = 0.4355 hartree
exchange-hole norm = 1.00000000 electrons
real-space screened exchange = -0.4853753 hartree per cell
real-space bare exchange = -0.6068662 hartree per cell
Full screened exchange (alpha = 1), hartree per cell:
N | E with zero term | its error | error without | pi/(omega^2 Nk Omega)
1 | -1.3620912 | -8.77e-01 | 0.3253015 | 1.2020174
2 | -0.5291992 | -4.38e-02 | 0.1064283 | 0.1502522
4 | -0.4854520 | -7.67e-05 | 0.0187049 | 0.0187815
6 | -0.4853754 | -4.56e-08 | 0.0055648 | 0.0055649
8 | -0.4853753 | 1.58e-08 | 0.0023477 | 0.0023477
bare kernel, zero term dropped, N = 4: error = 0.117380 hartree per cell
bare kernel, zero term dropped, N = 8: error = 0.059007 hartree per cell
ratio of these bare errors = 1.9893
Exchange parts of levels at Gamma (alpha = 1), hartree:
N = 8 with term: occupied -0.477258, empty -0.099693, difference 0.377565
N = 4 with term: occupied -0.477303, empty -0.099694, difference 0.377609
N = 4 without: occupied -0.458521, empty -0.099694, difference 0.358827
hybrid zero term, N = 4: -0.004695 hartree per cell = -0.1278 eV per cell
hybrid gap loss if omitted, N = 4: 0.004695 hartree = 0.1278 eV
```
